# Exchange energy of jellium in closed-shell cells and under twist averaging: a numerical check

```python
"""Exchange energy of closed-shell jellium cells and its twist average.

Result under test (Hartree atomic units, energy per electron):
    e_x = -P/(pi N L) - xi/(2 L)                       for one determinant,
    e_x = -3 kF/(4 pi) - 3 xi/(4 kF L^2) + O(L^-4)     after averaging over
twists with a fixed Fermi sphere. Shell scatter is strongly reduced by the
average, while the smooth L^-2 error stays.
N: electrons, both spins; L: side of the cubic cell; kF: Fermi wave number;
P: sum of 1/|n_i-n_j|^2 over ordered pairs of occupied points of one spin;
xi: Madelung number, self-image potential = -xi/L.
Orbitals: k = (2 pi/L)(n + twist), filled in order of kinetic energy.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc, spherical_jn

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rs = 1.0
kF = (9 * pi / 4) ** (1 / 3) / rs
sizes = [14, 38, 54, 114]


def side(N):
    return rs * (4 * pi * N / 3) ** (1 / 3)


def integer_points(m):
    return np.array(list(itertools.product(range(-m, m + 1), repeat=3)), float)


# Ewald potential in a unit cube; its regular part at the origin gives xi.
kappa = 3.0
images = integer_points(1)
waves = integer_points(4)
wave_sq = (waves ** 2).sum(1)
keep = (wave_sq > 0) & (wave_sq <= 20)
waves, wave_sq = waves[keep], wave_sq[keep]
wave_weight = np.exp(-pi ** 2 * wave_sq / kappa ** 2) / (pi * wave_sq)


def ewald_potential(r):
    v = np.full(len(r), -pi / kappa ** 2)
    for R in images:
        dist = np.sqrt(((r - R) ** 2).sum(1))
        v += erfc(kappa * dist) / dist
    for G, w in zip(waves, wave_weight):
        v += w * np.cos(2 * pi * (r @ G))
    return v


image_dist = np.sqrt((images ** 2).sum(1))
image_dist = image_dist[image_dist > 0]
xi = -((erfc(kappa * image_dist) / image_dist).sum() + wave_weight.sum()
       - pi / kappa ** 2 - 2 * kappa / np.sqrt(pi))

# Number of integer vectors with squared length s.
axis_sq = np.arange(-45, 46) ** 2
all_sq = axis_sq[:, None, None] + axis_sq[None, :, None] + axis_sq
mult = np.bincount(all_sq.ravel())[1:2026].astype(float)
s = np.arange(1, 2026).astype(float)
root = np.sqrt(s)

# Regularized lattice sums of 1/n^2 and 1/n both lead to xi.
a = 0.3
sum_inv_sq = (mult * np.exp(-a * s) / s).sum() - 2 * pi ** 1.5 / np.sqrt(a) - a
assert abs(sum_inv_sq + pi * xi) < 1e-8


def damped_inverse_sum(a):
    return (mult * np.exp(-a * s) / root).sum() - 2 * pi / a


sum_inv = 2 * damped_inverse_sum(0.02) - damped_inverse_sum(0.04)
assert abs(sum_inv + xi) < 1e-4  # extrapolation error is of order a^2


def inverse_square_matrix(n):
    sq = (n ** 2).sum(1)
    d = sq[:, None] + sq[None, :] - 2 * n @ n.T
    np.fill_diagonal(d, np.inf)
    return 1 / d


def energy(P, N, L):
    return -P / (pi * N * L) - xi / (2 * L)


# Closed shells at zero twist.
candidates = integer_points(4)
cand_sq = (candidates ** 2).sum(1)
order0 = np.argsort(cand_sq, kind="stable")
shell_points, P0, e0 = {}, {}, {}
for N in sizes:
    m = N // 2
    assert cand_sq[order0[m]] > cand_sq[order0[m - 1]]  # shell is closed
    shell_points[N] = candidates[order0[:m]]
    P0[N] = inverse_square_matrix(shell_points[N]).sum()
    e0[N] = energy(P0[N], N, side(N))

# Real-space exchange integral, extrapolated in the squared grid spacing.
grids = [16, 24, 32]
real_space = {14: [], 54: []}
for M in grids:
    x = (np.arange(M) + 0.5) / M - 0.5
    r = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
    v = ewald_potential(r) + xi
    for N in real_space:
        amplitude = np.exp(2j * pi * (r @ shell_points[N].T)).sum(1)
        real_space[N].append(-(np.abs(amplitude) ** 2 * v).mean() / N)
real_energy = {}
for N, values in real_space.items():
    fit = np.polyfit(1 / np.array(grids, float) ** 2, values, 2)
    real_energy[N] = fit[-1] / side(N)
    assert abs(real_energy[N] - e0[N]) < 1e-3 / rs  # grid extrapolation

# Infinite system: integral over the exchange hole in real space.
e_inf = -3 * kF / (4 * pi)
hole = sum(quad(lambda x: spherical_jn(1, x) ** 2 / x, lo, lo + 10)[0]
           for lo in np.arange(1e-9, 200, 10))
density = 3 / (4 * pi * rs ** 3)
e_inf_hole = -9 * pi * density / kF ** 2 * hole
assert abs(e_inf_hole / e_inf - 1) < 1e-4  # finite upper limit


def sphere_average_energy(N):
    y = root * pi / (kF * side(N))
    overlap = np.where(y < 1, 1 - 1.5 * y + 0.5 * y ** 3, 0)
    return energy(N / 2 * (mult * overlap / s).sum(), N, side(N))


def smooth_law(N):
    return e_inf - 3 * xi / (4 * kF * side(N) ** 2)


Z4 = (mult / s ** 2).sum() + 4 * pi / np.sqrt(2025.5)


def remnant_coefficient(N):
    waves_sum = (mult * np.cos(2 * kF * side(N) * root) / s ** 2).sum()
    return (Z4 - 3 * waves_sum) / (8 * pi)


for N in [3000, 3200, 3400, 3600]:
    scaled = (sphere_average_energy(N) - smooth_law(N)) * kF ** 3 * side(N) ** 4
    # the next order is smaller by about 1/(kF L)
    assert abs(scaled - remnant_coefficient(N)) < 0.04

# Explicit twist sampling; cubic symmetry reduces the twist mesh.
mesh = 64
K = 90
weights = []
canonical = {N: [] for N in sizes}
sphere_P = {N: [] for N in sizes}
sphere_N = {N: [] for N in sizes}
for triple in itertools.combinations_with_replacement(range(mesh // 2), 3):
    twist = (np.array(triple) + 0.5) / mesh
    weights.append({1: 1, 2: 3, 3: 6}[len(set(triple))])
    r2 = ((candidates + twist) ** 2).sum(1)
    order = np.argsort(r2, kind="stable")[:K]
    matrix = inverse_square_matrix(candidates[order])
    cumulative = 2 * np.cumsum(np.tril(matrix, -1).sum(1))
    for N in sizes:
        canonical[N].append(energy(cumulative[N // 2 - 1], N, side(N)))
        radius = kF * side(N) / (2 * pi)
        count = int(np.searchsorted(r2[order], radius ** 2))
        assert 0 < count < K
        sphere_P[N].append(cumulative[count - 1])
        sphere_N[N].append(2 * count)

e_can, std_can, e_gc, e_gc_sampled, mean_N, std_N = {}, {}, {}, {}, {}, {}
for N in sizes:
    c = np.array(canonical[N])
    e_can[N] = np.average(c, weights=weights)
    std_can[N] = np.sqrt(np.average((c - e_can[N]) ** 2, weights=weights))
    counts = np.array(sphere_N[N], float)
    mean_N[N] = np.average(counts, weights=weights)
    std_N[N] = np.sqrt(np.average((counts - mean_N[N]) ** 2, weights=weights))
    mean_P = np.average(sphere_P[N], weights=weights)
    e_gc_sampled[N] = energy(mean_P, mean_N[N], side(N))
    e_gc[N] = sphere_average_energy(N)
    assert abs(mean_N[N] / N - 1) < 3e-3  # sharp surface on a finite mesh
    assert abs(e_gc_sampled[N] - e_gc[N]) < 5e-4 / rs  # same reason

dev0 = np.array([e0[N] - smooth_law(N) for N in sizes])
dev_can = np.array([e_can[N] - smooth_law(N) for N in sizes])
dev_gc = np.array([e_gc[N] - smooth_law(N) for N in sizes])
assert dev0.min() < 0 < dev0.max()
assert np.ptp(dev_can) < 0.5 * np.ptp(dev0)
assert np.ptp(dev_gc) < 0.1 * np.ptp(dev0)
assert np.abs(dev_gc).max() < 0.1 * np.abs(dev0).max()

# Bloch mesh with exchange coupling all k: a supercell with 4^3 cells.
cells = 4 ** 3
N_super = 14 * cells
super_points = integer_points(7)
super_r2 = ((super_points + np.array([0.13, 0.27, 0.41])) ** 2).sum(1)
occupied = super_points[np.argsort(super_r2)[:N_super // 2]]
e_coupled = energy(inverse_square_matrix(occupied).sum(), N_super, side(N_super))
assert abs(e_coupled - e_inf) < 0.2 * abs(e_gc[14] - e_inf)

print(f"rs = {rs:.1f} bohr, kF = {kF:.6f} 1/bohr")
print(f"Madelung number xi = {xi:.6f}")
print(f"regularized sum of 1/n = {sum_inv:.5f}")
print(f"Z4 = {Z4:.4f}")
print(f"infinite-system e_x = {e_inf:.6f} Ha = {e_inf * HARTREE_EV:.4f} eV")
print(f"same from hole integral = {e_inf_hole:.6f} Ha")
print("Zero twist: N, L (bohr), P, e_x (Ha)")
for N in sizes:
    print(f"{N:4d} {side(N):9.5f} {P0[N]:11.5f} {e0[N]:10.6f}")
for N in real_energy:
    print(f"real-space check N={N}: {real_energy[N]:.5f} Ha")
print("Energies (Ha): N, canonical avg, sphere avg, smooth law")
for N in sizes:
    print(f"{N:4d} {e_can[N]:10.6f} {e_gc[N]:10.6f} {smooth_law(N):10.6f}")
print("Minus smooth law (Ha): N, zero twist, canonical, sphere")
for i, N in enumerate(sizes):
    print(f"{N:4d} {dev0[i]:10.6f} {dev_can[i]:10.6f} {dev_gc[i]:10.6f}")
print("L^-4 remnant formula (Ha): N, value")
for N in sizes:
    print(f"{N:4d} {remnant_coefficient(N) / (kF**3 * side(N)**4):10.6f}")
print("Sampling: N, std e_x canonical (Ha), mean N, std N, sphere e_x (Ha)")
for N in sizes:
    print(f"{N:4d} {std_can[N]:9.6f} {mean_N[N]:9.4f} {std_N[N]:7.4f}"
          f" {e_gc_sampled[N]:10.6f}")
print("Sphere avg with L^-2 error removed (Ha): N, value")
for i, N in enumerate(sizes):
    print(f"{N:4d} {e_inf + dev_gc[i]:10.6f}")
for label, d in [("zero twist", dev0), ("canonical", dev_can),
                 ("sphere", dev_gc)]:
    print(f"max-min deviation, {label}: {np.ptp(d):.6f} Ha"
          f" = {np.ptp(d) * HARTREE_EV:.4f} eV")
print(f"twist mesh: {mesh}^3, symmetry-distinct twists: {len(weights)}")
print(f"coupled 4x4x4 mesh, electrons in supercell: {N_super}")
print(f"coupled mesh e_x = {e_coupled:.6f} Ha")
print(f"coupled mesh error = {e_coupled - e_inf:.6f} Ha")
print(f"independent-twist error, N=14: {e_gc[14] - e_inf:.6f} Ha")
print("all good")
```

Output:

```
rs = 1.0 bohr, kF = 1.919158 1/bohr
Madelung number xi = 2.837297
regularized sum of 1/n = -2.83731
Z4 = 16.5323
infinite-system e_x = -0.458165 Ha = -12.4673 eV
same from hole integral = -0.458154 Ha
Zero twist: N, L (bohr), P, e_x (Ha)
  14   3.88513    25.50000  -0.514379
  38   5.41948   150.60000  -0.494542
  54   6.09295   270.13333  -0.494175
 114   7.81624   807.82167  -0.470078
real-space check N=14: -0.51438 Ha
real-space check N=54: -0.49418 Ha
Energies (Ha): N, canonical avg, sphere avg, smooth law
  14  -0.526825  -0.530910  -0.531624
  38  -0.494653  -0.495740  -0.495917
  54  -0.487077  -0.487937  -0.488033
 114  -0.475826  -0.476287  -0.476315
Minus smooth law (Ha): N, zero twist, canonical, sphere
  14   0.017246   0.004800   0.000715
  38   0.001375   0.001264   0.000178
  54  -0.006142   0.000956   0.000096
 114   0.006237   0.000489   0.000028
L^-4 remnant formula (Ha): N, value
  14   0.000783
  38   0.000185
  54   0.000094
 114   0.000026
Sampling: N, std e_x canonical (Ha), mean N, std N, sphere e_x (Ha)
  14  0.007615   13.9969  1.6973  -0.530880
  38  0.001936   38.0025  2.5859  -0.495747
  54  0.002309   53.9985  3.2425  -0.487933
 114  0.001367  113.9969  4.5019  -0.476283
Sphere avg with L^-2 error removed (Ha): N, value
  14  -0.457451
  38  -0.457988
  54  -0.458069
 114  -0.458137
max-min deviation, zero twist: 0.023388 Ha = 0.6364 eV
max-min deviation, canonical: 0.004311 Ha = 0.1173 eV
max-min deviation, sphere: 0.000687 Ha = 0.0187 eV
twist mesh: 64^3, symmetry-distinct twists: 5984
coupled 4x4x4 mesh, electrons in supercell: 896
coupled mesh e_x = -0.462671 Ha
coupled mesh error = -0.004506 Ha
independent-twist error, N=14: -0.072744 Ha
all good
```
